# Cost of Silicon and Carbon Atoms in Diffusion Monte Carlo: a numerical check

```python
# Result under test: all-electron diffusion Monte Carlo cost ~ Z^5.5 at fixed
# absolute error, its silicon/carbon ratio, and the saving from core removal.
# Independent estimate: cost = (number of steps) * (work per step), with
#   steps = 2 * (E_V - E_FN) / (tau * eps^2),  tau = x / Z^2,  work = N^2.
# Z: nuclear charge (or ionic charge left by a pseudopotential), N: electrons,
# tau: time step, eps: standard error, E_V: variational energy,
# E_FN: fixed-node energy. E_V - E_FN is sized by the second-order
# Moller-Plesset energy of the Hartree-Fock determinant. Hartree atomic units.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, mp

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LAW = 5.5
STEP_X = 0.03          # tau * Z^2, dimensionless
EPS = 1.0e-3           # target standard error, hartree
QUAD_POINTS = 12       # angular points for a nonlocal pseudopotential
CHARGE = {"C": 6, "Si": 14}
VALENCE = 4
BASIS = gto.expand_etbs([(0, 16, 0.04, 2.8), (1, 10, 0.04, 2.8),
                         (2, 8, 0.12, 3.0)])


def make_atom(symbol, charge=0, spin=2, pseudo=False):
    options = dict(atom=symbol + " 0 0 0", basis={symbol: BASIS},
                   charge=charge, spin=spin, verbose=0)
    if pseudo:
        options["ecp"] = {symbol: "ccecp"}
    return gto.M(**options)


def hartree_fock(mol):
    field = scf.UHF(mol)
    field.conv_tol = 1e-9
    field.max_cycle = 200
    field.kernel()
    assert field.converged
    return field


def core_second_order(symbol):
    """Second-order energy of 1/r12 on the hydrogenic 1s^2 state, by states."""
    mol = make_atom(symbol, charge=CHARGE[symbol] - 2, spin=0)
    field = scf.RHF(mol)
    levels, orbitals = eigh(field.get_hcore(), field.get_ovlp())
    density = np.outer(orbitals[:, 0], orbitals[:, 0])
    exchange = field.get_jk(mol, density)[1]
    coupling = orbitals.T @ exchange @ orbitals
    gaps = levels[:, None] + levels[None, :] - 2 * levels[0]
    gaps[0, 0] = np.inf
    return np.sum(coupling**2 / gaps)


def sample_core(z, tau, steps, walkers, seed):
    """Drift-diffusion of two 1s electrons; rejection and noise integral."""
    rng = np.random.default_rng(seed)
    direction = rng.normal(size=(walkers, 2, 3))
    direction /= np.linalg.norm(direction, axis=2, keepdims=True)
    radius = rng.gamma(3.0, 1 / (2 * z), size=(walkers, 2, 1))
    pos = direction * radius
    total = np.zeros(walkers)
    accepted = 0.0
    for _ in range(steps):
        r_old = np.sqrt(np.sum(pos**2, axis=2, keepdims=True))
        kick = np.sqrt(tau) * rng.normal(size=pos.shape)
        new = pos - tau * z * pos / r_old + kick
        r_new = np.sqrt(np.sum(new**2, axis=2, keepdims=True))
        back = pos - new + tau * z * new / r_new
        log_ratio = (-2 * z * (r_new - r_old)[:, :, 0]
                     - np.sum(back**2 - kick**2, axis=2) / (2 * tau))
        accept = np.log(rng.random((walkers, 2))) < log_ratio
        pos = np.where(accept[:, :, None], new, pos)
        accepted += accept.mean()
        separation = pos[:, 0] - pos[:, 1]
        total += 1 / np.sqrt(np.sum(separation**2, axis=1))
    acceptance = accepted / steps
    means = total / steps      # local energy apart from the constant -Z^2
    integral = 0.5 * steps * tau * acceptance * np.var(means, ddof=1)
    return 1 - acceptance, integral, means.mean()


# The noise integral of a real random walk against the sum over states.
print("Target error: %.4f hartree = %.4f eV" % (EPS, EPS * HARTREE_EV))
print("tau*Z^2 = %.3f (dimensionless)" % STEP_X)
rejection = {}
for seed, (name, z) in enumerate(CHARGE.items(), start=11):
    expected = core_second_order(name)
    rejected, measured, mean = sample_core(z, STEP_X / z**2, 1500, 4000, seed)
    rejection[name] = rejected
    print("%s 1s2 core: noise integral, walk %.4f hartree" % (name, measured))
    print("%s 1s2 core: second-order energy size %.4f hartree"
          % (name, expected))
    print("%s 1s2 core: rejected moves %.2f percent" % (name, 100 * rejected))
    # Allows for sampling noise, finite run length and finite time step.
    assert abs(measured / expected - 1) < 0.12
    assert abs(mean / (5 * z / 8) - 1) < 0.02
assert abs(rejection["Si"] / rejection["C"] - 1) < 0.1
coarse = sample_core(14, STEP_X / 36, 300, 4000, 31)[0]
print("Si core at carbon's tau: rejected moves %.2f percent" % (100 * coarse))
assert coarse > 2 * rejection["Si"]

# Real atoms, with all electrons and with the core removed.
energy, noise, cost = {}, {}, {}
for name, z in CHARGE.items():
    ionization = {}
    for pseudo in (False, True):
        label = "ccECP" if pseudo else "all-electron"
        neutral = hartree_fock(make_atom(name, pseudo=pseudo))
        cation = hartree_fock(make_atom(name, 1, 1, pseudo))
        ionization[pseudo] = (cation.e_tot - neutral.e_tot) * HARTREE_EV
        key = (name, pseudo)
        energy[key] = neutral.e_tot
        noise[key] = -mp.MP2(neutral).kernel(with_t2=False)[0]
        scale = VALENCE if pseudo else z
        electrons = neutral.mol.nelectron
        assert electrons == scale
        tau = STEP_X / scale**2
        steps = 2 * noise[key] / (tau * EPS**2)
        cost[key] = steps * electrons**2
        print("%s %s: N = %d, HF energy %.4f hartree"
              % (name, label, electrons, energy[key]))
        print("  MP2 correlation size %.4f hartree, HF ionization %.3f eV"
              % (noise[key], ionization[pseudo]))
        print("  tau %.3e a.u., steps %.2e" % (tau, steps))
    assert abs(ionization[True] - ionization[False]) < 0.2

# The law, its sensitivity, and the independent estimate.
charge_ratio = CHARGE["Si"] / CHARGE["C"]
law_ratio = charge_ratio**LAW
built_ratio = cost["Si", False] / cost["C", False]
built_exponent = np.log(built_ratio) / np.log(charge_ratio)
noise_ratio = noise["Si", False] / noise["C", False]
noise_exponent = np.log(noise_ratio) / np.log(charge_ratio)
print("Charge ratio Si/C: %.4f" % charge_ratio)
print("Law, exponent 5.5: Si/C cost ratio %.1f" % law_ratio)
print("Exponent 6.5 instead: Si/C cost ratio %.1f" % charge_ratio**(LAW + 1))
print("All-electron correlation ratio Si/C: %.3f, exponent %.2f"
      % (noise_ratio, noise_exponent))
print("Built estimate, N^2 work: Si/C cost ratio %.1f, exponent %.2f"
      % (built_ratio, built_exponent))
print("Built estimate, N^3 work: Si/C cost ratio %.1f, exponent %.2f"
      % (built_ratio * charge_ratio, built_exponent + 1))
assert abs(built_exponent - LAW) < 0.6

for name, z in CHARGE.items():
    law_saving = (z / VALENCE)**LAW
    built_saving = cost[name, False] / cost[name, True]
    print("%s core removal, law: saving factor %.1f" % (name, law_saving))
    print("%s core removal, built: saving factor %.1f" % (name, built_saving))
    print("  factors: time step %.2f, work %.2f, noise %.2f"
          % ((z / VALENCE)**2, (z / VALENCE)**2,
             noise[name, False] / noise[name, True]))
    print("  law saving after worst quadrature overhead (%d): %.2f"
          % (QUAD_POINTS + 1, law_saving / (QUAD_POINTS + 1)))
    assert 0.5 < built_saving / law_saving < 2
pseudo_ratio = cost["Si", True] / cost["C", True]
print("Built estimate with ccECP: Si/C cost ratio %.2f" % pseudo_ratio)
assert 0.4 < pseudo_ratio < 2.5

energy_ratio = energy["Si", False] / energy["C", False]
relative_ratio = law_ratio / energy_ratio**2
print("All-electron HF energy ratio Si/C: %.3f" % energy_ratio)
print("Law at fixed relative error: Si/C cost ratio %.2f" % relative_ratio)
assert relative_ratio < 0.1 * law_ratio
print("checks complete")
```

It prints:

```
Target error: 0.0010 hartree = 0.0272 eV
tau*Z^2 = 0.030 (dimensionless)
C 1s2 core: noise integral, walk 0.1460 hartree
C 1s2 core: second-order energy size 0.1556 hartree
C 1s2 core: rejected moves 0.32 percent
Si 1s2 core: noise integral, walk 0.1551 hartree
Si 1s2 core: second-order energy size 0.1554 hartree
Si 1s2 core: rejected moves 0.31 percent
Si core at carbon's tau: rejected moves 3.05 percent
C all-electron: N = 6, HF energy -37.6933 hartree
  MP2 correlation size 0.1152 hartree, HF ionization 10.801 eV
  tau 8.333e-04 a.u., steps 2.76e+08
C ccECP: N = 4, HF energy -5.3189 hartree
  MP2 correlation size 0.0654 hartree, HF ionization 10.888 eV
  tau 1.875e-03 a.u., steps 6.97e+07
Si all-electron: N = 14, HF energy -288.8519 hartree
  MP2 correlation size 0.3852 hartree, HF ionization 7.642 eV
  tau 1.531e-04 a.u., steps 5.03e+09
Si ccECP: N = 4, HF energy -3.6755 hartree
  MP2 correlation size 0.0536 hartree, HF ionization 7.648 eV
  tau 1.875e-03 a.u., steps 5.71e+07
Charge ratio Si/C: 2.3333
Law, exponent 5.5: Si/C cost ratio 105.7
Exponent 6.5 instead: Si/C cost ratio 246.5
All-electron correlation ratio Si/C: 3.344, exponent 1.42
Built estimate, N^2 work: Si/C cost ratio 99.1, exponent 5.42
Built estimate, N^3 work: Si/C cost ratio 231.3, exponent 6.42
C core removal, law: saving factor 9.3
C core removal, built: saving factor 8.9
  factors: time step 2.25, work 2.25, noise 1.76
  law saving after worst quadrature overhead (13): 0.72
Si core removal, law: saving factor 982.6
Si core removal, built: saving factor 1079.3
  factors: time step 12.25, work 12.25, noise 7.19
  law saving after worst quadrature overhead (13): 75.58
Built estimate with ccECP: Si/C cost ratio 0.82
All-electron HF energy ratio Si/C: 7.663
Law at fixed relative error: Si/C cost ratio 1.80
checks complete
```
